**The inverted fine structure of helium 1s2p ³P**

**Problem**

The three levels E_J (J = 0, 1, 2) of He 1s2p ³P have the given intervals

ν01 = E0 − E1 = 29.617 GHz,  ν12 = E1 − E2 = 2.291 GHz.

(a) Describe them by H = A L·S + b[6(L·S)² + 3 L·S − 8] and find A and b. The value of b depends on this normalisation of the bracket.

(b) Explain from the magnetic interactions in the atom why the order from the top is J = 0, 1, 2.

Assume LS coupling, first order in the magnetic terms, g = 2 and a fixed nucleus. Atomic units are used, with c = 1/α; energies are converted with α²E_h/h = 350.377 GHz.

The interactions follow from the electron moment μ = −α s. An electron with velocity p, at r from a charge q at rest, sees B′ = −α p × (q r/r³) = α q (r × p)/r³, so −μ·B′ = α² q s·(r × p)/r³. Its rest frame precesses at the Thomas frequency (α²/2) a × p with acceleration a = −q r/r³, which adds −(α²/2) q s·(r × p)/r³ and halves the term. This applies to the nucleus (q = Z) and to the other electron (q = −1). In addition, the moving electron i makes the field −α p_i × (r_j − r_i)/r_ij³ = −α (r_ij × p_i)/r_ij³ at electron j, where r_ij = r_i − r_j, and the energy α s_j·B carries no Thomas half. With the dipole-dipole energy, n = r12/|r12|:

H_n = (α²/2) Z Σ_i l_i·s_i / r_i³
H_e = −(α²/2) Σ_{i≠j} (r_ij × p_i)·(s_i + 2 s_j) / r_ij³
H_ss = α² [s1·s2 − 3 (s1·n)(s2·n)] / r12³

The s_i term of H_e is called own-orbit, the 2s_j term other-orbit. A contact term ∝ δ(r12) drops out because the spatial function of a triplet vanishes at r1 = r2.

**A tempting solution of (b)**

The order of a multiplet is set by the sign of A. Let electron 1 be a small 1s core at the nucleus and electron 2 a hydrogenic 2p electron of the screened charge Z − 1. Within the triplet s1 − s2 has no matrix elements (it is odd under spin exchange, the triplet states are even), so s_i → S/2 and s_i + 2s_j → 3S/2. Then H_n gives (α²/4) Z ⟨r⁻³⟩ L·S. In H_e the term i = 2 has r21 ≈ r2 and gives −(3α²/4)⟨r⁻³⟩ L·S, while the term i = 1 vanishes because ⟨p1⟩ = 0 in a 1s state. Hence

A = (α²/4)(Z − 3)⟨r⁻³⟩.

For Z = 2, R_p = r e^(−r/2)/√24 and ⟨r⁻³⟩ = ∫ r e^(−r) dr/24 = 1/24, so A = −350.377/96 = −3.650 GHz. A is negative, therefore the multiplet is inverted.

**Where it fails**

From L·S = [J(J+1) − 4]/2, the values are 1, −1, −2 for J = 2, 1, 0, and the bracket multiplying b takes the values 6 + 3 − 8 = 1, 6 − 3 − 8 = −5, 24 − 6 − 8 = 10. Thus

E2 = A + b,  E1 = −A − 5b,  E0 = −2A + 10b,
ν01 = −A + 15b,  ν12 = −2A − 6b,  E0 − E2 = −3A + 9b.

The sign of A alone settles the order only if |b| is small enough against |A|. In the limit b = 0 the ratio ν01/ν12 would be 1/2. The data give 12.93. For b > 0 the three differences change sign at A = 15b, −3b and 3b, so the order from the top is 0, 1, 2 for A < −3b; 0, 2, 1 for −3b < A < 3b; 2, 0, 1 for 3b < A < 15b; and 2, 1, 0 for A > 15b. Inversion needs A < −3b, not A < 0.

The screening model must therefore be asked for its b. In the state J = M = 2 (m = +1, both spins up) L·S and the bracket both equal 1, so ⟨H_n + H_e⟩ = A and ⟨H_ss⟩ = b. There ⟨s1i s2j⟩ = δ_iz δ_jz/4, which gives b = (α²/4)⟨(1 − 3cos²θ)/r³⟩. With |Y11|² ∝ 1 − c², c = cos θ, ⟨c²⟩ = (2/3 − 2/5)/(4/3) = 1/5, so b = α²⟨r⁻³⟩/10 = 350.377/240 = 1.460 GHz. Then −3b = −4.380 GHz lies below A, and ν12 = 7.300 − 8.760 = −1.460 GHz. The model predicts the order 0, 2, 1. So there are two faults: the criterion is wrong, and the model, which gives the electrons fixed roles and ignores the antisymmetry of the wave function, does not meet the right one.

**Right solution, part (a)**

The assumed form of H is exact in first order. A spatial vector operator has, between the three real P states k, l, a matrix that must be an isotropic tensor, hence ∝ ε_ikl, as is (L_i)_kl = −i ε_ikl; this gives A L·S. For H_ss, (s·n)² = 1/4 gives (S·n)² = 1/2 + 2(s1·n)(s2·n), and s1·s2 = S²/2 − 3/4, so

H_ss = (α²/2) T_ij S_i S_j,  T_ij = (δ_ij − 3 n_i n_j)/r12³.

T is symmetric and traceless, so isotropy leaves one constant c:

(T_ij)_kl = c (δ_ik δ_jl + δ_il δ_jk − (2/3) δ_ij δ_kl).

Since (L_i L_j)_kl = δ_ij δ_kl − δ_il δ_jk, this is T_ij = −c (L_i L_j + L_j L_i − (4/3) δ_ij). Now L_i L_j S_i S_j = (L·S)², and [L_j, L_i] S_i S_j = −i ε_ijk L_k S_i S_j = L·S because ε_ijk S_i S_j = i S_k. With S² = 2,

H_ss = −(α² c/2)[2(L·S)² + L·S − 8/3] = b[6(L·S)² + 3 L·S − 8],  b = −α² c/6.

To eliminate A, form 2ν01 − ν12 = 30b + 6b = 36b:

b = 56.943/36 = 1.5818 GHz = 0.05276 cm⁻¹
A = 15b − ν01 = 23.7263 − 29.617 = −5.8907 GHz = −0.19649 cm⁻¹

The condition holds: A lies below −3b = −4.7453 GHz, with A/b = −3.724. The small interval is a near cancellation, ν12 = 11.7815 − 9.4905, and the large one a sum. From the centroid, E0 = 27.599, E1 = −2.018, E2 = −4.309 GHz. Two data fix two constants, so the fit itself does not test the form of H.

**Right solution, part (b)**

Take ψ = [s(1)p(2) − p(1)s(2)]/√2 with s = R_s/√(4π), p = R_p Y11 and both spins up, so that ⟨s_i⟩ = ẑ/2:

A = (α²/4)[Z⟨Σ l_iz/r_i³⟩ − 3⟨O⟩],  O = (r12 × p1 + r21 × p2)_z / r12³,
b = (α²/4)⟨(r12² − 3 z12²)/r12⁵⟩.

The 3 is 1 (own-orbit) plus 2 (other-orbit). For an operator symmetric in the electrons the mean is the direct element ⟨s p|…|s p⟩ minus the exchange element ⟨s p|…|p s⟩.

Nuclear term. Direct: l_z s = 0 and l_z p = p give ⟨r⁻³⟩ over p. Exchange: one part contains ⟨p|s⟩ = 0, the other l_z s = 0.

Term O. With V = 1/r12, r12/r12³ = −∇1V and p = −i∇ give O = i(∇1V × ∇1 + ∇2V × ∇2)_z. For functions vanishing at infinity, ∇b × ∇c = ∇ × (b∇c) and integration by parts give

∫ a ∇b × ∇c = −∫ b ∇a × ∇c = ∫ b ∇c × ∇a,

so the integral is cyclic in a, b, c. In the direct element the first part contains ∫ s ∇V × ∇s = ∫ V ∇s × ∇s = 0. In the second, Gauss's law turns the average of r21/r12³ over the 1s density into r2 Q(r2)/r2³, with Q(r) = ∫₀^r R_s² t² dt. The direct element is M = ⟨Q/r³⟩ over p.

For exchange define Φ(r1) = ∫ V p*(2) s(2) d³r2. The l = 1 term of the multipole expansion of V gives

Φ = (4π/3)(4π)^(−1/2) Y11* y(r),  y(r) = ∫ (r_</r_>²) R_s R_p t² dt,

with r_<, r_> the smaller and larger of r, t. The first part is i∫ s (∇Φ × ∇p)_z = i∫ p (∇s × ∇Φ)_z. Since ∇s is s′ times the radial unit vector and (r × ∇)_z = ∂_φ, with ∂_φΦ = −iΦ, it equals ∫ p Φ s′/r d³r. The second part is i∫ p*(∇Φ* × ∇s)_z = −i∫ p*(s′/r) ∂_φΦ* = ∫ p*Φ* s′/r d³r, the same real number, (1/3)∫ R_p R_s′ y r dr. Therefore

⟨O⟩ = M + X,  X = −(2/3)∫ R_p R_s′ y r dr.

X is positive for nodeless orbitals with R_s′ < 0.

Spin-spin term. From ∂_z²(1/r) = (3z² − r²)/r⁵ − (4π/3)δ(r), and because δ(r12) has zero mean in ψ, the operator may be replaced by −∂_z1² V. Direct: the potential U of the 1s density has U′ = −Q/r², U″ = 2Q/r³ − R_s², and ∂_z²U = U″c² + U′(1 − c²)/r averages to U″/5 + 4U′/(5r) = −2Q/(5r³) − R_s²/5. The direct element is 2M/5 + D/5 with D = ∫ R_s² R_p² r² dr. Exchange: write Φ = g(r) w with w ∝ x − iy, which is harmonic, independent of z and obeys ∂_r w = w/r. Then ∂_z²Φ = w[g″c² + g′(1 − c²)/r], and under the weight p w ∝ |Y11|² the bracket becomes (g″ + 4g′/r)/5. Also ∇²Φ = w(g″ + 2g′/r) + 2g′w/r = w(g″ + 4g′/r), and Poisson's equation gives ∇²Φ = −4π s p*. The exchange element is (4π/5)∫ s²|p|² d³r = D/5. It cancels, and

A = (α²/4)[Z⟨r⁻³⟩ − 3(M + X)],  b = α² M/10.

A point core has Q = 1 and no overlap, so M = ⟨r⁻³⟩, X = 0, which is the screening model. For a finite core Q < 1 weakens the negative direct term, while a positive X lowers A without entering b.

Slater orbitals. Let R_s = 2a^(3/2) e^(−ar), R_p = √N r e^(−ζr), N = 4ζ⁵/3, κ = a + ζ, k = 2κ, and R_sR_p = C r e^(−κr), C² = 4a³N. All integrals use ∫ rⁿ e^(−kr) dr = n!/k^(n+1). Then ⟨r⁻³⟩ = N/(2ζ)² = ζ³/3. With Q = 1 − e^(−2ar)(1 + 2ar + 2a²r²),

M = ζ³/3 − N(1/k² + 4a/k³ + 12a²/k⁴).

With R_s′ = −aR_s and y = C[r⁻²∫₀^r t⁴e^(−κt)dt + r e^(−κr)(r/κ + 1/κ²)], X = (2a/3) C∫ r² e^(−κr) y dr. The first piece, after exchanging the order of integration, is ∫ t⁴e^(−2κt)dt/κ = 3/(4κ⁶); the second is 24/(32κ⁶) + 6/(16κ⁶) = 9/(8κ⁶). Their sum 15/(8κ⁶) gives X = 5aC²/(4κ⁶).

The exponents minimise E = a²/2 − Za + ζ²/2 − Zζ/2 + J − K, whose one-electron parts are those of hydrogenic 1s and 2p functions of charges a and 2ζ. From U = 1/r − e^(−2ar)(1/r + a), whose derivative is −Q/r², J = ζ/2 − N(6/k⁴ + 24a/k⁵). K = (1/3)∫ R_sR_p y r² dr has two equal pieces, each C²(120/64 + 24/32)/(3κ⁷) = 7C²/(8κ⁷), so K = 7C²/(4κ⁷).

For helium a = 1.9912, ζ = 0.5446, E = −2.13069 hartree, and ⟨r⁻³⟩ = 0.05383, M = 0.04286, X = 0.01888 bohr⁻³. The nuclear part is 350.377 × 2 × 0.05383/4 = 9.43 GHz, the own-orbit part −350.377 × 0.06174/4 = −5.41 GHz, the other-orbit part twice that. So A = 9.431 − 5.408 − 10.816 = −6.79 GHz and b = 1.50 GHz, with −3b = −4.5 GHz: the order is 0, 1, 2. Without the other-orbit term A = +4.02 GHz; without X, A = −1.83 GHz, above −3b. Hartree-Fock orbitals in a Gaussian basis (E = −2.13144 hartree) behave alike: A = −7.41, b = 1.66, −3b = −4.99 GHz, and A = +5.15 GHz without other-orbit, −1.03 GHz without X. In these orbital models A is negative only with the spin-other-orbit interaction, and it passes −3b only if the own-orbit term and the exchange integral X are included as well: without the own-orbit term A is −1.4 GHz (Slater) or −1.1 GHz (Hartree-Fock).

For Li⁺ the Slater function gives A = 110.8 − 41.4 − 82.9 = −13.5 GHz and −3b = −31.5 GHz, hence the order 0, 2, 1: A/b is −1.3, against −4.5 for the helium Slater function, and does not reach −3. This A is a small difference of large terms. In helium the Slater nuclear and electron-electron parts are too small by 22 % and 10 % relative to the correlated values below, so the model does not fix the sign of A for Li⁺; the order 0, 2, 1 needs only |A| < 3b.

**How far the orbital picture goes**

Relative to the extracted A, the Slater value is too large in magnitude by 15 % and the Hartree-Fock value by 26 %, although Hartree-Fock has the lower energy. To locate the cause, use a function containing r12. Write the three real P components as a vector, with ρ1, ρ2 the position vectors,

u = ρ2 F(r1, r2, r12) − ρ1 F(r2, r1, r12),  F = Σ c r1^i r2^j r12^k e^(−a r1 − ζ r2),  ∫ u·u = 1,

so that each component has norm 1/3. For an operator −i w (x × ∇), with w a scalar function and x a vector, isotropy gives ⟨u_i|…_k|u_j⟩ = −i ε_kij γ/3, where γ is the value for m = +1. Contracting with ε_kij (ε_kij ε_kij = 6) gives

γ = ½∫ w W,  W = (u·x)(∇·u) − u_b x_j ∂_b u_j.

Thus M + X is replaced by ½∫ W/r12³ with x = r12, ∇ = ∇1 − ∇2, and ⟨r⁻³⟩ by ∫ W/r1³ with x = ρ1, ∇ = ∇1 (two electrons, each ½). Contracting the formula for T gives ∫ u_i T_ij u_j = (c/3)(9 + 3 − 2), and b = −α²c/6 = α²M/10 then replaces M by −½∫[u² r12² − 3(u·r12)²]/r12⁵.

With 55 terms, on the exponent pairs (2.0, 0.55) with i + j + k ≤ 4 and (2.0, 1.8) with i + j + k ≤ 3, E = −2.133164 hartree and

A = 12.144 − 6.012 − 12.023 ≈ −5.89 GHz,  b = 1.578 GHz,

giving ν01 = 29.56 and ν12 = 2.31 GHz. A 30-term subset gives A = −5.894 GHz, so the third decimal of A is not settled at this basis size. The small interval ν12 = −2A − 6b doubles that shift: larger bases (140 to 200 terms) move A to −5.893 GHz and ν12 by about 0.005 GHz to 2.317 GHz, while ν01 and b keep the digits shown. Relative to the correlated values, Hartree-Fock has the nuclear part 5.9 % too small (by 0.72 GHz) and the electron-electron part 4.5 % too large in magnitude (by 0.80 GHz). Both errors lower A, and their sum, 1.52 GHz, is 26 % of it. The Slater function has both parts too small in magnitude, so its errors partly cancel.

**What the extracted constants absorb**

An anomalous moment a_e = 1.160 × 10⁻³ scales each moment by 1 + a_e, so b by 1 + 2a_e, about 0.2 %, the size and sign of the gap between 1.578 and 1.5818 GHz. In A the halved terms scale as (½ + a_e)/½ = 1 + 2a_e and the other-orbit term as 1 + a_e, a change of a_e(24.288 − 12.024 − 12.023) GHz, below 1 MHz. Nuclear recoil enters at relative order m_e/M = 1.371 × 10⁻⁴; applied to a single term near 12 GHz this gives about 2 MHz, as an order of magnitude only. These estimates are not among the tests.

Mixing with the higher ¹P1 level lowers E1 by some δ, so ν01 → ν01 + δ, ν12 → ν12 − δ, b → b + 3δ/36 and A → A + 15δ/12 − δ = A + δ/4. Write H_n + H_e = G1·s1 + G2·s2 and O_i = (r_ij × p_i)/r12³. The coupling part is ½(G1 − G2)·(s1 − s2), with

G1 − G2 = (α²/2)[Z(l1/r1³ − l2/r2³) + O1 − O2].

Take the same orbitals for the symmetric spatial function. An operator odd under exchange then has the element direct minus exchange; the exchange element is the difference of the two equal parts found above, zero, and the direct one is −(Z⟨r⁻³⟩ + M). The spin element of (s1 − s2)_z between singlet and M_S = 0 triplet is 1. The state M_L = 1, M_S = 0 has amplitude 1/√2 on J = 1, and only J = 1 couples, so |V| = √2 α²(Z⟨r⁻³⟩ + M)/4. With Hartree-Fock orbitals V ≈ 22 GHz, the gap is 2K ≈ 8 × 10⁴ GHz, and δ ≈ V²/2K ≈ 6 MHz, a rough figure because the singlet has different orbitals (correlated singlet and triplet functions give V ≈ 17 GHz, a gap of 6.1 × 10⁴ GHz and δ ≈ 4.7 MHz). It shifts A by about 1 MHz and b by about 0.5 MHz. Relativistic corrections of relative order (Zα)² ≈ 2 × 10⁻⁴ to the terms near 12 GHz are not computed here; they too can amount to a few MHz. The extracted constants agree with the correlated first-order ones to three figures, −5.89 and 1.58 GHz; with corrections of this size, agreement to five figures is not to be expected. The two-constant reading fails once V is no longer small against the singlet-triplet gap.

The numerical check tests the angular algebra with explicit matrices, checks M + X, 2M/5 and −M against six-dimensional quadrature of the unreduced operators (relative tolerance 10⁻⁶ for Slater, 10⁻³ for Hartree-Fock), and requires the correlated A and b to match the extracted ones within 3 % and 1.5 %.

Calculated quantities

```
E_h/h = 6579683.9 GHz, alpha^2 E_h/h = 350.377 GHz
given: nu01 = 29.617, nu12 = 2.291 GHz
2 nu01 - nu12 = 56.943 GHz, 15 b = 23.7263 GHz
A = -5.8907 GHz = -0.19649 cm^-1
b = 1.5818 GHz = 0.05276 cm^-1
-3b = -4.7453 GHz, A/b = -3.724, -2A = 11.7815, 6b = 9.4905 GHz
from centroid: E0 = 27.5990, E1 = -2.0180, E2 = -4.3090 GHz
nu01/nu12: data 12.93, pure L.S 0.50
screening He: r3 = 0.04167, M = 0.04167, X = 0.00000 bohr^-3
screening He: A_nucleus = 7.300, A_own = -3.650, A_other = -7.300 GHz
screening He: A = -3.650, b = 1.460, -3b = -4.380 GHz, A/b = -2.500
screening He: nu01 = 25.548, nu12 = -1.460 GHz, J top to bottom 021
screening He: A without other-orbit = 3.650, A without X = -3.650 GHz
Slater He: a = 1.9912, zeta = 0.5446 bohr^-1, E = -2.13069 hartree
Slater He: J = 0.27080, K = 0.00523 hartree
Slater He 6D quadrature: M+X = 0.061738, spin-spin tensor = 0.017143 bohr^-3
Slater He: r3 = 0.05383, M = 0.04286, X = 0.01888 bohr^-3
Slater He: A_nucleus = 9.431, A_own = -5.408, A_other = -10.816 GHz
Slater He: A = -6.793, b = 1.502, -3b = -4.505 GHz, A/b = -4.523
Slater He: nu01 = 29.318, nu12 = 4.575 GHz, J top to bottom 012
Slater He: A without other-orbit = 4.023, A without X = -1.831 GHz
HF He (20s20p): E = -2.13144, K = 0.00642 hartree
HF He 6D quadrature: M+X = 0.07169, spin-spin tensor = 0.01897 bohr^-3
HF He: r3 = 0.06523, M = 0.04742, X = 0.02427 bohr^-3
HF He: A_nucleus = 11.428, A_own = -6.280, A_other = -12.560 GHz
HF He: A = -7.412, b = 1.662, -3b = -4.985 GHz, A/b = -4.461
HF He: nu01 = 32.335, nu12 = 4.854 GHz, J top to bottom 012
HF He: A without other-orbit = 5.148, A without X = -1.033 GHz
Slater / extracted: A 1.153, b 0.949
HF / extracted: A 1.258, b 1.050
correlated He: (a, zeta, max power) = [(2.0, 0.55, 4), (2.0, 1.8, 3)]
correlated He: E = -2.133158 (30 terms), -2.133164 (55 terms) hartree
correlated He, 30 terms: A = -5.894, b = 1.578 GHz
correlated He: r3 = 0.06932, M = 0.04504, X = 0.02359 bohr^-3
correlated He: A_nucleus = 12.144, A_own = -6.012, A_other = -12.023 GHz
correlated He: A = -5.890, b = 1.578, -3b = -4.734 GHz, A/b = -3.733
correlated He: nu01 = 29.563, nu12 = 2.312 GHz, J top to bottom 012
correlated / extracted: A 1.000, b 0.998
HF error against correlated: A_nucleus -0.059, A_ee +0.045, A +0.258
Slater Li+: a = 2.9794, zeta = 1.0816 bohr^-1, E = -5.02323 hartree
Slater Li+: r3 = 0.42177, M = 0.29964, X = 0.17336 bohr^-3
Slater Li+: A_nucleus = 110.834, A_own = -41.432, A_other = -82.865 GHz
Slater Li+: A = -13.463, b = 10.499, -3b = -31.496 GHz, A/b = -1.282
Slater Li+: nu01 = 170.942, nu12 = -36.066 GHz, J top to bottom 021
Slater Li+: A without other-orbit = 69.402, A without X = 32.094 GHz
rough singlet mixing: V = 22.0 GHz, gap 2K = 84527 GHz, delta = 5.7 MHz
its effect: dA = 1.4 MHz, db = 0.48 MHz
anomalous moment a_e = 1.160e-03
m_e/M_alpha = 1.371e-04
```
